\section*{Hyperbolic Constant-Frequency Surfaces of Extraordinary Waves in Uniaxial Polar Crystals}

\section{A decision about the permittivity}

A first-principles phonon calculation for a polar insulator delivers a dielectric tensor at each infrared frequency. Before it enters a field simulation, one must decide whether the tensor may be replaced by its average, and how short a wavelength the mesh must resolve. In a uniaxial crystal the signs of the two principal permittivities matter for both answers. If they are equal, the wavevectors of propagating waves at a given frequency are bounded or absent. An average may still be poor when the two values differ widely, and a small source still makes short fields that decay around it. If the signs are opposite, extraordinary waves lie on a hyperboloid, and without damping their wavevectors have no upper bound. An average can then remove the waves altogether, as the example below shows.

Let $z$ be the optic axis, $\epsilon_z$ the relative permittivity along it and $\epsilon_x=\epsilon_y$ that across it. The crystal is homogeneous, linear, nonmagnetic and free of mobile charge, and its response is local: the polarization at a point depends on the field at that point. Damping is left out at first, so both permittivities are real; they are also taken as finite and nonzero. Fields vary as $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$ with real $\mathbf k$, and $k_0=\omega/c$. SI units are used. The dielectric tensor is unchanged by any rotation about $z$, so we may choose $\mathbf k=(q,0,k_z)$. The result to be shown is
\begin{equation}
\frac{q^2}{\epsilon_z}+\frac{k_z^2}{\epsilon_x}=k_0^2, \label{surface}
\end{equation}
which is a hyperboloid if and only if $\epsilon_x\epsilon_z<0$.

\section{How the lattice makes a permittivity negative}

Take one polar phonon mode for each axis $j$. Its normalized ionic displacement $w$ is driven by the macroscopic field $E$, and the polarization $P$ has an ionic and an electronic part:
\begin{equation}
\ddot w=-\omega_T^2w+bE,\qquad P=bw+\varepsilon_0(\epsilon_\infty-1)E .
\end{equation}
Here $\omega_T$ is the transverse optical (TO) frequency, $b$ measures the charge carried by the mode, and $\epsilon_\infty$ is the permittivity with the ions held still. All three come from a phonon calculation and may differ between the axes. Since $\ddot w=-\omega^2w$, the displacement is $w=bE/(\omega_T^2-\omega^2)$, and $\epsilon=1+P/(\varepsilon_0E)$ becomes
\begin{equation}
\epsilon=\epsilon_\infty+\frac{b^2/\varepsilon_0}{\omega_T^2-\omega^2}
=\epsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},
\qquad \omega_L^2=\omega_T^2+\frac{b^2}{\varepsilon_0\epsilon_\infty}. \label{eps}
\end{equation}
The zero of $\epsilon$ at $\omega_L$ is the longitudinal optical (LO) frequency. Between $\omega_T$ and $\omega_L$ the numerator is positive and the denominator negative, so $\epsilon<0$; outside this interval both have the same sign and $\epsilon>0$. Just above $\omega_T$ the ions move against the driving force, as any oscillator does above its resonance, and their polarization outweighs the rest.

In this model the two permittivities therefore have opposite signs when $\omega$ lies in one of the two TO--LO intervals but not in the other. Where the intervals overlap, both are negative.

\section{First derivation: eliminate the electric field}

For plane waves, Faraday's and Amp\`ere's laws read
\begin{equation}
\mathbf k\times\mathbf E=\omega\mu_0\mathbf H,\qquad
\mathbf k\times\mathbf H=-\omega\mathbf D,\qquad D_j=\varepsilon_0\epsilon_jE_j. \label{maxwell}
\end{equation}
Because $k_y=0$ and the permittivity is diagonal, the components split into two sets that do not mix. The set $(E_y,H_x,H_z)$ is the ordinary wave. It feels $\epsilon_x$ alone and obeys $q^2+k_z^2=\epsilon_xk_0^2$: a sphere if $\epsilon_x>0$, and no real wave if $\epsilon_x<0$.

The set $(H_y,E_x,E_z)$ is the extraordinary wave. With $\mathbf H=(0,H,0)$ we have $\mathbf k\times\mathbf H=(-k_zH,0,qH)$, so Amp\`ere's law gives
\begin{equation}
E_x=\frac{k_zH}{\omega\varepsilon_0\epsilon_x},\qquad
E_z=-\frac{qH}{\omega\varepsilon_0\epsilon_z}. \label{fields}
\end{equation}
The $y$ component of Faraday's law is $k_zE_x-qE_z=\omega\mu_0H$. Inserting (\ref{fields}),
\begin{equation}
\frac{H}{\omega\varepsilon_0}\left(\frac{k_z^2}{\epsilon_x}+\frac{q^2}{\epsilon_z}\right)=\omega\mu_0H .
\end{equation}
If $H$ were zero, (\ref{fields}) would make $\mathbf E$ zero too. We may thus divide by $H$, and $\varepsilon_0\mu_0\omega^2=k_0^2$ gives (\ref{surface}). Each field component is divided by the permittivity along its own direction. The field $E_x$ comes with $k_z$, which is why $k_z^2$ stands over $\epsilon_x$ and $q^2$ over $\epsilon_z$.

\subsection*{The shape of the surface}

If both permittivities are positive, (\ref{surface}) is an ellipsoid. If both are negative, its left side cannot be positive and no real wavevector exists. Two cases remain:
\begin{align}
\text{type I }(\epsilon_z<0<\epsilon_x):&\quad \frac{k_z^2}{\epsilon_x}-\frac{q^2}{|\epsilon_z|}=k_0^2,\\
\text{type II }(\epsilon_x<0<\epsilon_z):&\quad \frac{q^2}{\epsilon_z}-\frac{k_z^2}{|\epsilon_x|}=k_0^2.
\end{align}
In type I, $|k_z|\ge k_0\sqrt{\epsilon_x}$, so the surface has two separate sheets that cross the axis at $k_z=\pm k_0\sqrt{\epsilon_x}$. In type II, $q\ge k_0\sqrt{\epsilon_z}$, and the surface is one connected sheet around the axis, with its waist at $k_z=0$. This proves the claim in both directions.

For a wavevector at angle $\theta$ to the axis, put $q=k\sin\theta$ and $k_z=k\cos\theta$:
\begin{equation}
k^2=\frac{k_0^2}{\sin^2\theta/\epsilon_z+\cos^2\theta/\epsilon_x}. \label{direction}
\end{equation}
A real wave needs a positive denominator. The denominator vanishes on the cone
\begin{equation}
\tan\theta_c=\sqrt{-\epsilon_z/\epsilon_x}, \label{cone}
\end{equation}
which the hyperboloid approaches at large $k$. In type I the positive term is $\cos^2\theta/\epsilon_x$, so waves exist for $\theta<\theta_c$. In type II it is $\sin^2\theta/\epsilon_z$, and waves exist for $\theta>\theta_c$.

\section{Second derivation: let the polarization make its own field}

The same surface follows from regarding the crystal as polarization in vacuum. A wave of polarization $\mathbf P$ creates a field, the field drives the polarization, and a free wave is one that sustains itself.

Apply $\mathbf k\times$ to Faraday's law, use Amp\`ere's law, and write $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$:
\begin{equation}
\mathbf k(\mathbf k\cdot\mathbf E)-k^2\mathbf E=-k_0^2(\mathbf E+\mathbf P/\varepsilon_0). \label{source}
\end{equation}
The scalar product with $\mathbf k$ makes the left side zero, so $\mathbf k\cdot\mathbf E=-\mathbf k\cdot\mathbf P/\varepsilon_0$. Putting this back and collecting $\mathbf E$ gives the field made by the polarization,
\begin{equation}
\mathbf E=\frac{k_0^2\mathbf P-\mathbf k(\mathbf k\cdot\mathbf P)}{\varepsilon_0(k^2-k_0^2)},\qquad k\ne k_0. \label{green}
\end{equation}
The crystal answers with $P_j=\varepsilon_0\chi_jE_j$, where $\chi_j=\epsilon_j-1$ contains ions and electrons. Multiply (\ref{green}) by $\varepsilon_0\chi_j(k^2-k_0^2)$ and move the term in $P_j$ to the left. Its factor is $k^2-k_0^2-\chi_jk_0^2=k^2-\epsilon_jk_0^2$, hence
\begin{equation}
(k^2-\epsilon_jk_0^2)P_j=-\chi_jk_j(\mathbf k\cdot\mathbf P). \label{self}
\end{equation}

Let $\mathbf P$ lie in the $xz$ plane, with $q$ and $k_z$ both nonzero and $\epsilon_x\ne\epsilon_z$. Then $\mathbf k\cdot\mathbf P$ cannot vanish: if it did, both components of $\mathbf P$ would be nonzero, and (\ref{self}) would require $k^2=\epsilon_xk_0^2=\epsilon_zk_0^2$. Nor can $k^2-\epsilon_jk_0^2$ vanish, because (\ref{self}) would then need $\chi_j=0$, that is $\epsilon_j=1$ and $k=k_0$, which is excluded. So we may solve for $P_j$, multiply by $k_j$, sum over $j=x,z$ and divide by $\mathbf k\cdot\mathbf P$:
\begin{equation}
1+\sum_j\frac{(\epsilon_j-1)k_j^2}{k^2-\epsilon_jk_0^2}=0 .
\end{equation}
Replace the 1 by $\sum_jk_j^2/k^2$ and combine the fractions. The numerator of each term is $k^2-\epsilon_jk_0^2+(\epsilon_j-1)k^2=\epsilon_j(k^2-k_0^2)$. The common factor $(k^2-k_0^2)/k^2$ drops out, leaving
\begin{equation}
\frac{\epsilon_xq^2}{k^2-\epsilon_xk_0^2}+\frac{\epsilon_zk_z^2}{k^2-\epsilon_zk_0^2}=0 .
\end{equation}
Clearing the denominators,
\begin{equation}
k^2(\epsilon_xq^2+\epsilon_zk_z^2)=\epsilon_x\epsilon_zk_0^2(q^2+k_z^2)=\epsilon_x\epsilon_zk_0^2k^2 .
\end{equation}
Division by $k^2\epsilon_x\epsilon_z$ gives (\ref{surface}). The excluded points fit in as well. For $q=0$ the transverse component $P_x$ in (\ref{self}) gives $k_z^2=\epsilon_xk_0^2$, and for $k_z=0$ the component $P_z$ gives $q^2=\epsilon_zk_0^2$. For $\epsilon_x=\epsilon_z$, a polarization with $\mathbf k\cdot\mathbf P=0$ is allowed, and (\ref{self}) gives $k^2=\epsilon_xk_0^2$, which is (\ref{surface}) again. A crossing of the surface with $k=k_0$ follows by continuity.

\subsection*{Short waves}

For $k\gg k_0$ and $\mathbf P$ not transverse, (\ref{green}) reduces to $\mathbf E=-\mathbf n(\mathbf n\cdot\mathbf P)/\varepsilon_0$ with $\mathbf n=\mathbf k/k$. This is the electrostatic field of the bound charge. Multiplying $P_j=-\chi_jn_j(\mathbf n\cdot\mathbf P)$ by $n_j$ and summing gives $1+\sum_j(\epsilon_j-1)n_j^2=0$, or
\begin{equation}
\epsilon_x(\omega)\sin^2\theta+\epsilon_z(\omega)\cos^2\theta=0, \label{short}
\end{equation}
which is the cone (\ref{cone}) again. Read at fixed direction, it gives the frequencies of short phonon-polaritons. They depend on the direction of $\mathbf k$ but, to this order, not on its length. By (\ref{surface}) the exact right side of (\ref{short}) is $\epsilon_x\epsilon_zk_0^2/k^2$, so near a TO frequency, where one permittivity is large and $\mathbf P$ is nearly transverse, the approximation needs $k^2\gg|\epsilon_j|k_0^2$ for both axes. In the example below at 1401 cm$^{-1}$, where $\epsilon_x\approx-1070$, the cone lies at $2.9^\circ$ but the wave with $k=10k_0$ lies at $10.1^\circ$. This is the directional LO--TO term that a phonon calculation adds near the zone centre.

If the two TO--LO intervals do not overlap, $-\epsilon_z/\epsilon_x$ runs through all positive values as $\omega$ crosses either one, so each hyperbolic band is filled as $\theta$ goes from $0$ to $90^\circ$. In the band of the axial mode the frequency falls from $\omega_L$ at $\theta=0$ to $\omega_T$ at $90^\circ$. In the band of the transverse-axis mode it rises from $\omega_T$ to $\omega_L$.

\section{What each derivation assumes}

The first derivation needs Maxwell's equations and two numbers, $\epsilon_x$ and $\epsilon_z$, at one frequency. It does not ask where they come from, and holds equally if several phonons or bound electrons produce them. It has no special points beyond zero or infinite permittivity, and it supplies the fields needed for the energy flow.

The second derivation also needs a division of the crystal into vacuum and polarization, with each component of $\mathbf P$ driven by the macroscopic field along its own axis. In return it shows which force governs short waves: for $k\gg k_0$ and $\mathbf P$ not transverse, (\ref{green}) reduces to the electrostatic field, and this field alone fixes the cone.

Both assume locality, which requires wavelengths long compared with the lattice spacing. Both also take $\epsilon_j$ as real when they speak of a real surface. With damping the algebra survives for complex wavevectors, but the unbounded real hyperboloid does not.

\section{Energy flow}

The time-averaged flux is $\mathbf S=\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)$, so $S_x=-\tfrac12\mathrm{Re}(E_zH^*)$ and $S_z=\tfrac12\mathrm{Re}(E_xH^*)$. With (\ref{fields}),
\begin{equation}
(S_x,S_z)=\frac{|H|^2}{2\omega\varepsilon_0}\left(\frac{q}{\epsilon_z},\frac{k_z}{\epsilon_x}\right). \label{flux}
\end{equation}
This is normal to the surface, being parallel to the gradient of the left side of (\ref{surface}). By (\ref{surface}), $\mathbf k\cdot\mathbf S>0$, yet one component is reversed: in type I energy moves against $q$, in type II against $k_z$.

The group velocity has the same direction. Differentiating (\ref{surface}) at fixed $k_z$, and likewise at fixed $q$, gives
\begin{equation}
\left(\frac{\partial\omega}{\partial q},\frac{\partial\omega}{\partial k_z}\right)=\frac{2}{N}\left(\frac{q}{\epsilon_z},\frac{k_z}{\epsilon_x}\right),\quad
N=\frac{2\omega}{c^2}+\frac{q^2}{\epsilon_z^2}\frac{d\epsilon_z}{d\omega}+\frac{k_z^2}{\epsilon_x^2}\frac{d\epsilon_x}{d\omega}. \label{vg}
\end{equation}
By (\ref{eps}) both derivatives are positive, so $N>0$. Its last two terms grow as $k^2$ while the numerator grows as $k$, so short waves are slow.

\section{A worked example}

Take round model parameters: across the axis $\epsilon_\infty=5$, TO 1400 and LO 1600 cm$^{-1}$; along it $\epsilon_\infty=3$, TO 800 and LO 850 cm$^{-1}$. At 820 cm$^{-1}$ (vacuum wavelength 12.2 $\mu$m), (\ref{eps}) gives
\begin{equation}
\epsilon_x=5\,\frac{1600^2-820^2}{1400^2-820^2}=7.33,\qquad
\epsilon_z=3\,\frac{850^2-820^2}{800^2-820^2}=-4.64,
\end{equation}
which is type I. At 1500 cm$^{-1}$ (6.67 $\mu$m) the same formula gives $\epsilon_x=-5.34$ and $\epsilon_z=2.85$, type II.

The averages $(2\epsilon_x+\epsilon_z)/3$ are 3.34 and $-2.61$. The first would give a sphere of radius $1.83k_0$, and the second no propagating wave at all. Neither average can stand in for the tensor here.

The cone angles from (\ref{cone}) are $38.5^\circ$ and $36.1^\circ$. The vertex of type I lies at $k_z=2.71k_0$, the waist of type II at $q=1.69k_0$. Now let a small source impose $q=10k_0$. From (\ref{surface}),
\begin{align}
\text{I:}&\quad k_z^2/k_0^2=7.33\,(1+100/4.64)=165,\quad |k_z|=12.9k_0,\\
\text{II:}&\quad k_z^2/k_0^2=5.34\,(100/2.85-1)=182,\quad |k_z|=13.5k_0.
\end{align}
The total wavevectors are $16.3k_0$ and $16.8k_0$, and the wavelengths in the crystal 749 and 397 nm. A mesh for this source must resolve these lengths, not the vacuum wavelengths.

The ray angle to the axis follows from (\ref{flux}). For type I, $\tan^{-1}[(10/4.64)/(12.9/7.33)]=51^\circ$; for type II it is $54^\circ$. For positive $q$ and $k_z$ the group velocity, in units of $10^{-3}c$, is $(-2.9,2.4)$ in type I and $(6.8,-4.9)$ in type II. These values were found by solving the coupled Maxwell and ion equations as a matrix eigenvalue problem and differencing the frequency numerically; (\ref{vg}) is the same quantity in closed form. The signs show the reversed components.

\section{Damping and other neglected effects}

A friction term $-\gamma\dot w$ in the ion equation replaces $-\omega^2$ by $-\omega^2-i\gamma\omega$ in the numerator and denominator of (\ref{eps}). Take $\gamma=5$ cm$^{-1}$ for both modes. With $q=10k_0$ held real, $k_z$ becomes complex, and a wave carrying energy towards $+z$ must decay that way, so $\mathrm{Im}\,k_z>0$. Equation (\ref{surface}) then gives
\begin{equation}
k_z/k_0=12.8+1.28i\ \ (\text{I}),\qquad k_z/k_0=-13.5+0.34i\ \ (\text{II}).
\end{equation}
The negative real part in type II is the reversed component again. Energy decays over $1/(2\,\mathrm{Im}\,k_z)$, which is 0.76 $\mu$m in type I and 1.56 $\mu$m in type II. For $q\gg k_0$, (\ref{surface}) becomes $k_z\approx\pm q\sqrt{-\epsilon_x/\epsilon_z}$ with a complex constant, so the decay length falls as $1/q$. Far from the source the finest waves are gone, which relaxes the mesh there.

If instead the direction of $\mathbf k$ is held real, the denominator of (\ref{direction}) no longer vanishes. A scan over $\theta$ gives a largest $|k|$ of $7.6k_0$ in type I and $12.8k_0$ in type II. At these maxima the real and imaginary parts of $k$ are about equal, so the waves die within a wavelength. The maximum depends on frequency: it falls from about $8k_0$ at 802 to $3k_0$ at 848 cm$^{-1}$, and from about $20k_0$ at 1405 to $2k_0$ at 1598 cm$^{-1}$. The sample waves exceed these values without contradiction, since a real $q$ with a complex $k_z$ has no real direction.

Phonon dispersion matters far less. For a rough branch width of 100 cm$^{-1}$, a lattice spacing $a=0.3$ nm and a quadratic shift $100\,(ka/\pi)^2$ cm$^{-1}$, the sample waves shift by $6\times10^{-5}$ and $2\times10^{-4}$ cm$^{-1}$, against a damping of 5 cm$^{-1}$. In this estimate the shift reaches the damping only at a wavelength of about 2.7 nm; for fields that short the local model fails.

Heating can matter more. If all four phonon frequencies soften by an assumed 0.03 cm$^{-1}$ per kelvin, 100 K lowers them by 3 cm$^{-1}$. At fixed light frequency the cone angle changes from $38.5^\circ$ to $35.1^\circ$ in type I and from $36.1^\circ$ to $36.9^\circ$ in type II. In both cases the LO frequency comes closer and the TO frequency recedes, so the negative permittivity shrinks in size. It is the numerator of (\ref{cone}) in type I and the denominator in type II, hence the opposite changes.

The parameters lie in the rough range of layered insulators made of light elements, whose optical phonons reach from several hundred to about 1600 cm$^{-1}$. They describe no particular compound, and equal damping of the two modes is a simplification. Loss changes the ideal picture for waves with a real direction of $\mathbf k$: it replaces an unbounded $k$ by the limits of about 8 and 13 $k_0$ found at the two sample frequencies, and stronger damping in a defective film would lower these limits further. They do not bound the mesh near a small source. For a real $q$, $|\mathrm{Re}\,k_z|$ still grows in proportion to $q$, with $|\mathrm{Re}\,k_z|/\mathrm{Im}\,k_z$ near 10 in type I and 40 in type II, so there the size of the source sets the mesh. Additional polar modes change $\epsilon_x$ and $\epsilon_z$ but not (\ref{surface}). Free carriers and the surfaces of a film are outside this model.
